\section*{Thermal distribution of the M-O-C angle in an alkoxide with a linear minimum}

\section*{The problem}

In a metal alkoxide a metal atom M is joined through oxygen to the carbon of an alkyl group. Suppose that the energy of the link M-O-C is lowest when the three atoms lie on a line. Let $\theta\ge 0$ be the deviation of the M-O-C angle from $180^\circ$, in radians, and let the bend energy be
\begin{equation}
V(\theta)=\tfrac12 k\theta^2 ,
\end{equation}
the same in every plane that contains the axis. The nuclei are classical until part (g), and the link is in equilibrium at temperature $T$. The bonds may stretch, with an energy $V_s(r_1,r_2)$ that depends on the lengths $r_1$ (M-O) and $r_2$ (O-C) but not on $\theta$. The question is which geometry a snapshot of the link is most likely to show, and what ``most likely'' means here.

\section*{(a) The measure}

\textbf{Question.} Find the probability density of $\theta$, up to normalization, without assuming small angles.

\textbf{Solution.} The Boltzmann weight is $e^{-H/k_BT}$ with
\begin{equation}
H=\sum_{i}\frac{\mathbf p_i^2}{2m_i}+V_s(r_1,r_2)+V(\theta),\qquad i=\mathrm{M,O,C}.
\end{equation}
Each momentum integral gives $(2\pi m_ik_BT)^{3/2}$, which does not depend on the positions. The masses therefore drop out, and positions are weighted by $e^{-(V_s+V)/k_BT}$ per unit Cartesian volume.

Replace the positions of M and C by the bond vectors $\mathbf a=\mathbf R_M-\mathbf R_O$ and $\mathbf b=\mathbf R_C-\mathbf R_O$. At fixed $\mathbf R_O$ this is a shift, with unit Jacobian. Write $\mathbf a$ in ordinary spherical coordinates. For $\mathbf b$ take the polar axis along $-\mathbf a$, so that the polar angle is $\theta$ and the link is linear at $\theta=0$:
\begin{equation}
d^3a\,d^3b=r_1^2\,dr_1\,d\Omega_a\;r_2^2\,dr_2\,\sin\theta\,d\theta\,d\phi .
\end{equation}
The weight does not depend on $\mathbf R_O$, on the direction of $\mathbf a$ or on the azimuth $\phi$, so these integrals give constants. The integral over $r_1$ and $r_2$ is also a constant, because $V_s$ does not contain $\theta$. What remains is
\begin{equation}
P_{\rm full}(\theta)\propto\sin\theta\;e^{-k\theta^2/2k_BT},\qquad 0\le\theta\le\pi .
\label{full}
\end{equation}
The factor $\sin\theta$ counts directions: the directions of $\mathbf b$ with deviation between $\theta$ and $\theta+d\theta$ form a ring of solid angle $2\pi\sin\theta\,d\theta$, which shrinks to nothing at the axis.

\section*{(b) The small-angle distribution}

\textbf{Question.} Define $\sigma^2=k_BT/k$ and let $\sigma^2\ll1$. Find the normalized density and the probability that the deviation is below a given $\theta$.

\textbf{Solution.} The exponential confines $\theta$ to a few times $\sigma$, where $\sin\theta\simeq\theta$, and the upper limit can be moved to infinity. With $u=\theta^2/2\sigma^2$, $du=\theta\,d\theta/\sigma^2$,
\begin{equation}
\int_0^\infty\theta\,e^{-\theta^2/2\sigma^2}d\theta=\sigma^2\int_0^\infty e^{-u}du=\sigma^2 ,
\end{equation}
so that
\begin{equation}
P(\theta)=\frac{\theta}{\sigma^2}\,e^{-\theta^2/2\sigma^2},\qquad
F(\theta)=\int_0^\theta P\,d\theta'=1-e^{-\theta^2/2\sigma^2}.
\label{P}
\end{equation}

The same law follows from the two bend components $\theta_x=\theta\cos\phi$ and $\theta_y=\theta\sin\phi$. Since $V=\frac12k(\theta_x^2+\theta_y^2)$, they are independent Gaussian variables, each of mean zero and variance $\sigma^2$. The area element $d\theta_x\,d\theta_y=\theta\,d\theta\,d\phi$ supplies the factor $\theta$.

\section*{(c) The most probable deviation}

\textbf{Question.} Where is $P(\theta)$ largest? Compare this angle with the median, the mean and the root mean square.

\textbf{Solution.} For $\theta>0$,
\begin{equation}
\frac{d\ln P}{d\theta}=\frac1\theta-\frac{\theta}{\sigma^2},\qquad
\frac{d^2\ln P}{d\theta^2}=-\frac1{\theta^2}-\frac1{\sigma^2}<0 .
\end{equation}
The one stationary point is a maximum:
\begin{equation}
\theta^*=\sigma=\sqrt{k_BT/k}.
\label{mode}
\end{equation}
The most probable value of the M-O-C angle is $180^\circ-\theta^*$, a bent geometry, although the energy is lowest at $180^\circ$. The energy favours small $\theta$, the number of available directions grows with $\theta$, and the two tendencies balance at $\theta^*$.

The median solves $F=\frac12$, which gives $\sigma\sqrt{2\ln2}$. The mean is
\begin{equation}
\langle\theta\rangle=\frac1{\sigma^2}\int_0^\infty\theta^2e^{-\theta^2/2\sigma^2}d\theta
=\frac1{\sigma^2}\,\frac{\sqrt{2\pi}\,\sigma^3}{2}=\sigma\sqrt{\pi/2},
\end{equation}
and, with $u$ as in (b),
\begin{equation}
\langle\theta^2\rangle=2\sigma^2\int_0^\infty u\,e^{-u}du=2\sigma^2 .
\end{equation}
The mean bend energy is thus $\frac12k\cdot2\sigma^2=k_BT$, as equipartition requires for two quadratic terms.

For classical nuclei the peak moves to the linear geometry as $\sqrt T$ when $T\to0$; part (g) shows how quantum mechanics changes this. In the opposite limit, $k\to0$, the small-angle form fails. Equation (\ref{full}) then becomes $\sin\theta$, with its peak at $90^\circ$: a freely jointed link has a preferred angle for reasons of counting alone.

\section*{(d) In what sense is the link bent?}

\textbf{Question.} Find the most probable geometry when probability is counted per unit solid angle. Can a peak of $P(\theta)$ away from zero show that the energy minimum is bent?

\textbf{Solution.} Dividing (\ref{full}) by the ring $2\pi\sin\theta$ gives the density per unit solid angle,
\begin{equation}
p_\Omega(\theta)\propto e^{-k\theta^2/2k_BT},\qquad
\frac{p_\Omega(\theta^*)}{p_\Omega(0)}=e^{-1/2}=0.607 .
\end{equation}
This density is largest at $\theta=0$. If one asks for the most likely direction of the O-C bond relative to the M-O bond, the answer is the linear one. If one asks for the most likely value of the angle, the answer is (\ref{mode}). The statement that the most probable instantaneous geometry is bent is true in the second sense and false in the first.

The two averages differ in the same way. By symmetry $\langle\theta_x\rangle=\langle\theta_y\rangle=0$, so averaging the bend components first gives a linear link, while averaging the angle over snapshots gives $\sigma\sqrt{\pi/2}$.

A peak away from zero does not by itself show a bent minimum, because $P(0)=0$ for any bend energy that is finite at $\theta=0$. If $-k_BT\ln P$ is read as an energy, one obtains
\begin{equation}
W(\theta)=\tfrac12k\theta^2-k_BT\ln\theta+\text{const},\qquad
W''(\theta^*)=k+\frac{k_BT}{\theta^{*2}}=2k .
\end{equation}
This has a minimum at $\theta^*$ with twice the true force constant. It is a free energy along $\theta$, and the logarithm is the entropy of the ring. In this model, with classical nuclei and a bend energy separate from the stretches, $V$ is recovered from a set of sampled angles by dividing the histogram by $\sin\theta$ and taking $-k_BT$ times the logarithm, up to a constant.

\section*{(e) An erbium alkoxide link}

\textbf{Question.} Take a terminal Er-O-C link in precursor vapour, with $k=0.50$ eV/rad$^2$ and $T=450$ K. Evaluate the distribution and compare it with a direct sampling of atomic positions.

\textbf{Solution.} The parameters are rough typical values and not data for one compound. With $k_BT=0.03878$ eV,
\begin{equation}
\sigma^2=\frac{0.03878}{0.50}=0.0776,\qquad \theta^*=\sigma=0.2785\ \text{rad}=16.0^\circ .
\end{equation}
The most probable Er-O-C angle is $164^\circ$. In the small-angle form the median deviation is $18.8^\circ$, the mean $20.0^\circ$ and the root mean square $22.6^\circ$; with the full density (\ref{full}) each is about 1.3\,\% smaller.

A window of width $\Delta=1^\circ=0.01745$ rad next to the linear geometry has probability
\begin{equation}
F(\Delta)\simeq\frac{\Delta^2}{2\sigma^2}=0.196\,\% ,
\end{equation}
while a window of the same width centred on the peak has
\begin{equation}
P(\sigma)\,\Delta=\frac{e^{-1/2}}{\sigma}\,\Delta=\frac{0.6065\times0.01745}{0.2785}=3.80\,\% .
\end{equation}
The ratio is 19.4. It equals $2\sigma e^{-1/2}/\Delta$ and so depends on the chosen width; narrower windows give a larger ratio.

At fixed $k$ the small-angle peak deviation (\ref{mode}) grows as $\sqrt T$: it is $13.0^\circ$ at 300 K, $16.0^\circ$ at 450 K and $18.4^\circ$ at 600 K.

The measure found in (a) was tested by Metropolis sampling of Cartesian positions, with the bend energy above, bond lengths of 0.205 nm (Er-O) and 0.140 nm (O-C), harmonic stretches and 20\,000 independent walkers. The sampled cumulative distribution differs from that of (\ref{full}) by at most 0.007. The probabilities per steradian in the intervals $0$--$8^\circ$, $8$--$16^\circ$ and $16$--$24^\circ$ are 1.98, 1.53 and 0.97, so the density per solid angle is indeed highest around the linear geometry.

Counted per unit angle, the fullest $4^\circ$ bin is $16$--$20^\circ$, although the predicted peak lies just below $16^\circ$. The full density (\ref{full}), which the sample follows, gives 15.0\,\% for this bin and 15.1\,\% for the bin $12$--$16^\circ$, or about 3010 and 3020 walkers, each with a statistical scatter of about 50. The sample cannot rank these two bins; it does place the peak far from zero.

\section*{(f) Corrections within classical mechanics}

\textbf{Question.} Find the leading shift of $\theta^*$ caused by the full factor $\sin\theta$, by a quartic term in the energy, and by unequal force constants in two perpendicular planes. Evaluate each one separately for the example.

\textbf{Solution.} \emph{Full measure.} The maximum of (\ref{full}) satisfies $\cot\theta=\theta/\sigma^2$, or $\theta\tan\theta=\sigma^2$. Expanding the tangent,
\begin{equation}
\theta^2+\tfrac13\theta^4\simeq\sigma^2
\;\Rightarrow\;\theta^2\simeq\sigma^2-\tfrac13\sigma^4
\;\Rightarrow\;\theta^*\simeq\sigma\Bigl(1-\frac{\sigma^2}{6}\Bigr).
\end{equation}
For the example this is $-1.3\,\%$, and the numerical maximum of (\ref{full}) is at $15.75^\circ$, also a shift of $-1.3\,\%$.

\emph{Quartic term.} Let $V=\frac12k\theta^2+\frac14c\,\theta^4$ and keep the measure $\theta\,d\theta$. The condition $1/\theta=V'/k_BT$ becomes
\begin{equation}
\theta^2+\frac ck\,\theta^4=\sigma^2
\;\Rightarrow\;\theta^*\simeq\sigma\Bigl(1-\frac{c\,\sigma^2}{2k}\Bigr).
\end{equation}
A hardening term with $c$ numerically equal to $k$ gives $-3.9\,\%$ at this order and $-3.4\,\%$ without expansion, which puts the peak at $15.4^\circ$. For the softer form $k(1-\cos\theta)=k(\theta^2/2-\theta^4/24+\dots)$ one reads off $c=-k/6$. The shift is then $+\sigma^2/12$, or $+0.6\,\%$; without expansion, still with the measure $\theta\,d\theta$, it is $+0.7\,\%$. Combined with the factor $\sin\theta$ the two shifts add to $-\sigma^2/12$, and the peak lies $0.7\,\%$ below $\sigma$.

\emph{Anisotropy.} With constants $k(1+\varepsilon)$ and $k(1-\varepsilon)$ along $x$ and $y$,
\begin{equation}
V=\tfrac12k\theta^2\,(1+\varepsilon\cos2\phi).
\end{equation}
Set $z=\varepsilon\theta^2/2\sigma^2$. Integration over $\phi$ multiplies $P$ by
\begin{equation}
\frac1{2\pi}\int_0^{2\pi}e^{-z\cos2\phi}d\phi=1+\frac{z^2}{4}+\dots ,
\end{equation}
because the linear term averages to zero and $\cos^22\phi$ to $\frac12$. The logarithm of this factor is $z^2/4=\varepsilon^2\theta^4/16\sigma^4$ to leading order. Setting the derivative of $\ln P$ to zero, multiplying by $\theta$ and writing $w=\theta^2/\sigma^2$,
\begin{equation}
1-w+\tfrac14\varepsilon^2w^2=0
\;\Rightarrow\;w\simeq1+\tfrac14\varepsilon^2
\;\Rightarrow\;\theta^*\simeq\sigma\Bigl(1+\frac{\varepsilon^2}{8}\Bigr).
\end{equation}
At fixed mean constant $k$, $\varepsilon=0.3$ gives $+1.1\,\%$ at this order and $+1.2\,\%$ numerically. The bent peak therefore does not rest on perfect isotropy, but its position moves quickly with $\varepsilon$: at $\varepsilon=0.6$ the numerical shift is $+5.3\,\%$.

\section*{(g) Quantum nuclei}

\textbf{Question.} Find the bend frequency and the distribution of $\theta$ for quantum nuclei. Does the bent peak survive at $T=0$?

\textbf{Solution.} Place M, O and C on the $z$ axis and displace them sideways by $x_M,x_O,x_C$. To first order the bend component is
\begin{equation}
\theta_x=\frac{x_M-x_O}{r_1}+\frac{x_C-x_O}{r_2},
\end{equation}
which vanishes when the whole link is shifted or tilted. Newton's law, $m_i\ddot x_i=-k\theta_x\,\partial\theta_x/\partial x_i$, gives
\begin{equation}
\ddot\theta_x=\sum_i\frac{\partial\theta_x}{\partial x_i}\ddot x_i=-kG\,\theta_x,\quad
G=\frac1{m_Mr_1^2}+\frac1{m_Cr_2^2}+\frac1{m_O}\Bigl(\frac1{r_1}+\frac1{r_2}\Bigr)^2 ,
\end{equation}
so $\omega^2=kG$. Each component is a harmonic oscillator,
\begin{equation}
\theta_x=s(a+a^\dagger),\qquad s^2=\frac{\hbar\omega}{2k},
\end{equation}
where $s^2$ follows from the ground state, whose mean potential energy $\frac12ks^2$ is half of $\frac12\hbar\omega$.

The thermal distribution follows from $C(\lambda)=\langle E\rangle$ with $E=e^{i\lambda\theta_x}$. Let $\rho$ be the thermal density operator and $q=e^{-\hbar\omega/k_BT}$. Since $a$ lowers the energy by $\hbar\omega$, $\rho a=q^{-1}a\rho$ and $\rho a^\dagger=q\,a^\dagger\rho$. Also $[a,E]=i\lambda sE$ and $[a^\dagger,E]=-i\lambda sE$. Using the cyclic property of the trace,
\begin{align}
\langle aE\rangle&=q^{-1}\langle Ea\rangle=q^{-1}\bigl(\langle aE\rangle-i\lambda sC\bigr)
\;\Rightarrow\;\langle aE\rangle=\frac{i\lambda s\,C}{1-q},\\
\langle a^\dagger E\rangle&=q\,\langle Ea^\dagger\rangle=q\bigl(\langle a^\dagger E\rangle+i\lambda sC\bigr)
\;\Rightarrow\;\langle a^\dagger E\rangle=\frac{i\lambda s\,q\,C}{1-q}.
\end{align}
Hence
\begin{equation}
C'(\lambda)=is\,\langle(a+a^\dagger)E\rangle=-\lambda s^2\,\frac{1+q}{1-q}\,C .
\end{equation}
With $C(0)=1$ the solution is $C=e^{-\lambda^2\sigma_q^2/2}$, the characteristic function of a Gaussian of variance
\begin{equation}
\sigma_q^2=\frac{\hbar\omega}{2k}\coth\frac{\hbar\omega}{2k_BT}.
\end{equation}
The two components are independent and have equal variances, so (\ref{P}) and (\ref{mode}) hold with $\sigma$ replaced by $\sigma_q$.

With $y=\hbar\omega/2k_BT$ and $\coth y\simeq1/y+y/3$, the high-temperature form is $\sigma_q\simeq\sigma(1+y^2/6)$. At $T=0$ the peak is at $\sqrt{\hbar\omega/2k}$, which is not zero. Even in the ground state the most probable angle is bent, while the density per solid angle is still largest at the linear geometry.

For the example the masses are 167.26, 16.00 and 12.01 u. In units of 1/(u\,nm$^2$),
\begin{equation}
G=0.14+4.25+9.03=13.4 ,
\end{equation}
in the order of the terms above. The erbium term is about 1\,\% of the sum: the light atoms do most of the moving. This gives $\hbar\omega=16.7$ meV (135 cm$^{-1}$) and $y=0.216$. The peak moves by $+0.8\,\%$ to $16.1^\circ$ at 450 K, and it lies at $7.4^\circ$ at $T=0$. The alkyl group is represented here by its carbon alone. A larger mass at that point would lower $G$ and $\omega$, and with them the quantum correction.

\section*{The model and a real precursor}

Of the effects evaluated for the example, the assumed hardening is the largest, at $-3.4\,\%$ of $\theta^*$; the others are near 1\,\%. This ranking rests on the assumed values $c=k$ and $\varepsilon=0.3$; at $\varepsilon=0.6$ the anisotropy would be the larger effect. The rough value of $k$ matters more. In the small-angle form $\theta^*\propto k^{-1/2}$ at fixed temperature, so doubling $k$ lowers the peak deviation from $16^\circ$ to about $11^\circ$, and halving it raises it to about $23^\circ$ ($22^\circ$ with the full factor $\sin\theta$). In a real erbium alkoxide the neighbouring ligands can make the bend anisotropic, couple it to other motions, or displace the minimum from the line. The first effect was estimated in (f); the coupling is left out. A displaced minimum breaks the premise: (\ref{mode}) is then a fair estimate only while the displacement is small compared with $\sigma$, and for classical nuclei it fails on cooling, when the peak moves to the displaced minimum and not to the line. An alkoxide that bridges two metal atoms is a different structure, to which this model does not apply. The angle of $164^\circ$ is a result for the stated parameters and not a measured value; the figures behind it are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
Bend force constant k: 0.50 eV/rad^2
Temperature: 450 K
Thermal energy kB T: 0.03878 eV
Er-O and O-C lengths: 0.205 and 0.140 nm
Masses Er, O, C: 167.26, 16.00, 12.01 u
sigma^2 = kB T/k: 0.07756 rad^2
sigma, most probable deviation: 0.2785 rad
Most probable deviation: 15.96 deg
Most probable Er-O-C angle: 164.04 deg
Median deviation: 18.79 deg
Mean deviation: 20.00 deg
Rms deviation: 22.57 deg
Probability of deviation 0 to 1 deg: 0.196 %
Probability of 1 deg window centred on peak: 3.800 %
Ratio of these two probabilities: 19.4
Solid-angle density, peak angle over linear: 0.6065
Most probable deviation at 300 K: 13.03 deg
Most probable deviation at 450 K: 15.96 deg
Most probable deviation at 600 K: 18.42 deg
Cartesian sampling, number of walkers: 20000
Sampling, fullest 4 deg bin: 16 to 20 deg
Sampling, mean deviation: 19.69 deg
Sampling, rms deviation: 22.20 deg
Full sine measure, rms deviation: 22.27 deg
Sampling, probability per sr in 0-8, 8-16, 16-24 deg: 1.982, 1.531, 0.969
Largest cumulative gap, sample to sine law: 0.0068
Largest cumulative gap, small-angle to sine law: 0.0095
Peak with full sine measure: 15.75 deg, shift -1.27 %
Peak with hardening quartic c = k/rad^2: 15.41 deg, shift -3.43 %
Peak with softer energy k(1 - cos theta): 16.06 deg, shift +0.66 %
Peak with anisotropy eps = 0.3: 16.14 deg, shift +1.17 %
Peak with quantum nuclei: 16.08 deg, shift +0.77 %
Inverse inertia G: 13.422 1/(u nm^2)
Bend quantum hbar omega: 16.75 meV
Bend wavenumber: 135.1 1/cm
hbar omega/(2 kB T): 0.2160
Quantum most probable deviation at T = 0: 7.42 deg
\end{verbatim}
